\section*{Armchair graphene nanoribbons: width classes and band gaps in tight binding}

\section*{The ribbon and the model}

In a graphene nanoribbon used as a transistor channel, a gate can suppress the current by placing the Fermi level in a band gap, where an ideal ribbon has no states to carry it. This question asks how the gap of a ribbon with armchair edges depends on its width.

The ribbon runs along $x$ and has $N\ge 2$ dimer lines, numbered $j=1,\dots,N$, at heights $y_j=j\sqrt3\,a/2$, where $a$ is the bond length. The period along $x$ is $L=3a$. In each period, line $j$ holds an atom $A_j$ at $x=s_j$ and an atom $B_j$ at $x=s_j+a$, with $s_j=0$ for odd $j$ and $s_j=3a/2$ for even $j$.

Each atom carries one orbital, the carbon $p$ orbital perpendicular to the plane, and one electron. The site energy is zero, overlaps between orbitals are neglected, and every nearest-neighbour bond, including those at the edges, has the matrix element $-t$ with $t>0$. Interactions between electrons are not treated beyond this band model. Energies are in rydberg (Ry) and lengths in Bohr radii ($a_0$). The wave number obeys $-\pi/L\le k\le\pi/L$.

\section*{Part (a): equations for the amplitudes}

\paragraph{Question.} Find the neighbours of $A_j$ and $B_j$, and write the Bloch equations for an interior line.

\paragraph{Answer.} The atom $B_j$ lies at distance $+a$ from $A_j$ along the same line. On the adjacent lines, the nearest $B$ atoms are displaced from $A_j$ by $-a/2$ along $x$. For odd $j$ this follows from $3a/2+a-3a=-a/2$, and for even $j$ from $a-3a/2=-a/2$. Their distance from $A_j$ is
\begin{equation}
\sqrt{\left(\frac a2\right)^2+\left(\frac{\sqrt3\,a}{2}\right)^2}=a ,
\end{equation}
so they are nearest neighbours. Seen from $B_j$, all displacements change sign.

Let the amplitude on an atom at position $x$ be $\alpha_j e^{ikx}$ on sublattice $A$ and $\beta_j e^{ikx}$ on sublattice $B$. The Schr\"odinger equation sets $E$ times the amplitude on an atom equal to $-t$ times the sum of its neighbours' amplitudes. After division by the common factor $e^{ikx}$,
\begin{align}
E\alpha_j&=-t\left[e^{ika}\beta_j+e^{-ika/2}(\beta_{j-1}+\beta_{j+1})\right],\\
E\beta_j&=-t\left[e^{-ika}\alpha_j+e^{ika/2}(\alpha_{j-1}+\alpha_{j+1})\right].
\end{align}

\section*{Part (b): edges and bands}

\paragraph{Question.} Impose the edges, find the transverse modes and derive all energy bands.

\paragraph{Answer.} Line 1 has no neighbour at $j=0$, and line $N$ has none at $j=N+1$. The interior equations therefore hold on these lines too if we set
\begin{equation}
\alpha_0=\beta_0=\alpha_{N+1}=\beta_{N+1}=0 .
\end{equation}
Try $\alpha_j=\alpha\sin(j\theta)$ and $\beta_j=\beta\sin(j\theta)$. The condition at $j=0$ is met, and that at $j=N+1$ requires $\sin[(N+1)\theta]=0$, hence
\begin{equation}
\theta_p=\frac{p\pi}{N+1},\qquad p=1,\dots,N .
\end{equation}
The values $p=0$ and $p=N+1$ would give zero amplitude everywhere. The sum over adjacent lines is
\begin{equation}
\sin[(j-1)\theta]+\sin[(j+1)\theta]=2\cos\theta\,\sin(j\theta),
\end{equation}
so $\sin(j\theta)$ cancels from both equations. With $c_p=\cos\theta_p$ and $g=e^{ika}+2c_pe^{-ika/2}$, what remains is
\begin{equation}
E\alpha=-tg\beta,\qquad E\beta=-tg^*\alpha .
\end{equation}
Inserting one equation in the other gives $E^2=t^2|g|^2$. The cross term in $|g|^2$ is $2\,\mathrm{Re}(e^{ika}\,2c_pe^{ika/2})=4c_p\cos(3ka/2)$, and $3ka/2=kL/2$. Thus
\begin{equation}
E=\pm t\sqrt{1+4c_p\cos(kL/2)+4c_p^2}. \label{bands}
\end{equation}
The $N$ modes are independent, because they are eigenvectors of the same symmetric matrix (the sum over adjacent lines) with different eigenvalues $2c_p$. Two energies for each mode make $2N$ bands, as many as there are orbitals per period, so none is missing.

\section*{Part (c): where the gap lies}

\paragraph{Question.} Reduce the gap $E_g$ to a minimum over the mode number alone.

\paragraph{Answer.} There are $2N$ electrons per period, and each band holds two, one of each spin. The $N$ lower bands are filled. Since the bands come in pairs $\pm E$, the gap is twice the smallest non-negative energy.

In the zone $|kL/2|\le\pi/2$, so $\cos(kL/2)\ge0$. If $c_p\ge0$, equation~\eqref{bands} gives $|E|\ge t$. If $c_p<0$, the middle term is negative and largest in magnitude at $k=0$, where
\begin{equation}
E^2=t^2(1+4c_p+4c_p^2)=t^2(1+2c_p)^2 .
\end{equation}
Define $f_p=1+2\cos\theta_p$. The mode $p=N$ has $\pi/2<\theta_N<\pi$ when $N\ge2$, so $-1<f_N<1$, and its energy at $k=0$ is below $t$. Modes with $c_p\ge0$ have $f_p\ge1$ and cannot set the gap. Therefore
\begin{equation}
E_g=2t\min_p|f_p| ,
\end{equation}
and the gap is direct, at $k=0$.

\section*{Part (d): classification by width}

\paragraph{Question.} For which $N$ does the gap vanish? Find closed expressions for it in the remaining cases.

\paragraph{Answer.} On $0<\theta<\pi$ the function $f(\theta)=1+2\cos\theta$ falls steadily and is zero only at $\theta=2\pi/3$. A mode sits there if $p=2(N+1)/3$ is an integer, that is, if $N+1$ is divisible by 3. With $m$ an integer, the gap vanishes for $N=3m+2$ and for no other width.

In the other two classes $|f|$ grows as $\theta$ moves away from $2\pi/3$ on either side, so only the two modes that bracket this angle compete. The spacing of the angles is $\pi/(N+1)$. Let
\begin{equation}
\delta=\frac{\pi}{3(N+1)}
\end{equation}
be one third of it.
\begin{itemize}
\item For $N=3m$, $2(N+1)/3=2m+2/3$. Mode $p=2m+1$ lies $\delta$ above $2\pi/3$, and mode $p=2m$ lies $2\delta$ below.
\item For $N=3m+1$, $2(N+1)/3=2m+4/3$. Mode $p=2m+1$ lies $\delta$ below $2\pi/3$, and mode $p=2m+2$ lies $2\delta$ above.
\end{itemize}
From $\cos(2\pi/3\mp x)=-\tfrac12\cos x\pm\tfrac{\sqrt3}{2}\sin x$,
\begin{equation}
f(2\pi/3\mp x)=(1-\cos x)\pm\sqrt3\sin x . \label{fnear}
\end{equation}
The two sides are not equivalent, so it must be checked that the closer mode has the smaller $|f|$.

For $N=3m$ the closer mode has $|f|=\sqrt3\sin\delta-(1-\cos\delta)$, which is less than $\sqrt3\sin\delta$. The other has $\sqrt3\sin2\delta+(1-\cos2\delta)$, which is more than $\sqrt3\sin\delta$. The closer mode wins.

For $N=3m+1$ the closer mode has $|f|=\sqrt3\sin\delta+(1-\cos\delta)$, and the other has
\begin{equation}
\sqrt3\sin2\delta-(1-\cos2\delta)=2\sin\delta\,(\sqrt3\cos\delta-\sin\delta).
\end{equation}
Divide both by $\sin\delta$ and use $(1-\cos\delta)/\sin\delta=\tan(\delta/2)$. The closer mode wins if
\begin{equation}
2\sqrt3\cos\delta-2\sin\delta>\sqrt3+\tan(\delta/2).
\end{equation}
At $\delta=\pi/6$ both sides equal 2, since $\tan(\pi/12)=2-\sqrt3$. As $\delta$ decreases from there, the left side rises and the right side falls. The smallest ribbon of this class, $N=4$, has $\delta=\pi/15<\pi/6$, so the inequality holds for the whole class.

In both classes $p=2m+1$ sets the gap. Its angle is $\pi-m\pi/(3m+1)$ for $N=3m$ and $\pi-(m+1)\pi/(3m+2)$ for $N=3m+1$, which gives a second form of each result:
\begin{align}
E_g(3m)&=2t\left[\sqrt3\sin\delta-(1-\cos\delta)\right]
=t\left[4\cos\frac{m\pi}{3m+1}-2\right],\\
E_g(3m+1)&=2t\left[\sqrt3\sin\delta+(1-\cos\delta)\right]
=t\left[2-4\cos\frac{(m+1)\pi}{3m+2}\right],\\
E_g(3m+2)&=0 .
\end{align}

\section*{Part (e): seven, eight and nine dimer lines}

\paragraph{Question.} Take the round model parameters $t=0.200$ Ry and $a=2.70\,a_0$. Calculate the gaps for $N=7$, 8 and 9, in Ry and in eV.

\paragraph{Answer.} The three widths belong to three different classes.

For $N=7=3\cdot2+1$, the gap is set by $p=5$, with $\theta_5=5\pi/8$ and $f_5=0.2346$. The competing mode has $f_6=-0.4142$, which is larger in magnitude. Hence
\begin{equation}
E_g=2(0.200)(0.23463)\ \mathrm{Ry}=0.0939\ \mathrm{Ry}=1.28\ \mathrm{eV}.
\end{equation}

For $N=8=3\cdot2+2$, mode $p=6$ has $\theta_6=2\pi/3$ and $f_6=0$, so $E_g=0$.

For $N=9=3\cdot3$, the gap is set by $p=7$, with $\theta_7=7\pi/10$ and $f_7=-0.1756$. The competing mode has $f_6=0.3820$. Hence
\begin{equation}
E_g=2(0.200)(0.1756)\ \mathrm{Ry}=0.0702\ \mathrm{Ry}=0.96\ \mathrm{eV}.
\end{equation}

The distance between the outer atom rows, $(N-1)\sqrt3\,a/2$, is $14.0\,a_0$, $16.4\,a_0$ and $18.7\,a_0$ for the three ribbons. In this model one added dimer line closes a gap of more than 1 eV, and a second one opens a gap again. Within this model with uniform nearest-neighbour hopping, a gate can place the Fermi level inside a gap for $N=7$ and $N=9$, but not for $N=8$; part (g) shows that the zero at $N=8$ is fragile. The numerical output gives the gaps found by direct diagonalization of ribbons built atom by atom; for $N=2$ to 30 they agree with the closed expressions to rounding error.

\section*{Part (f): wide ribbons}

\paragraph{Question.} Find the leading gap of a wide ribbon in the two gapped classes, interpret it, and judge its accuracy for $N=7$ and $N=9$.

\paragraph{Answer.} For large $N$ the angle $\delta$ is small. With $\sin\delta\approx\delta-\delta^3/6$ and $1-\cos\delta\approx\delta^2/2$,
\begin{equation}
E_g\approx2\sqrt3\,t\delta\left(1\pm\frac{\delta}{2\sqrt3}-\frac{\delta^2}{6}\right),
\qquad
2\sqrt3\,t\delta=\frac{2\pi t}{\sqrt3\,(N+1)}, \label{wide}
\end{equation}
where the upper sign belongs to $N=3m+1$ and the lower to $N=3m$. Both classes share the leading term, and approach it from opposite sides.

The amplitude vanishes on the missing lines $0$ and $N+1$, which are $W_0=(N+1)\sqrt3\,a/2$ apart. In terms of this width the leading gap is $\pi ta/W_0$. It is the gap of a particle with the linear dispersion $E=\tfrac32ta\,q$, whose smallest allowed transverse wave number, measured from the point where the bands of the infinite sheet touch, is $q=\pi/(3W_0)$: twice $\tfrac32ta\cdot\pi/(3W_0)$ is $\pi ta/W_0$. The class of the ribbon decides whether an allowed wave number meets the touching point or misses it by a third of the spacing $\pi/W_0$.

For $N=7$ the leading term is $0.0907$ Ry, and the gap lies 3.5\% above it. For $N=9$ it is $0.0726$ Ry, and the gap lies 3.2\% below. Both percentages are relative to the leading term. The bracket in \eqref{wide} accounts for them: with $\delta=0.131$ the corrections are $+0.038-0.003$, and with $\delta=0.105$ they are $-0.030-0.002$.

Within each gapped class the gap falls with width, because the derivative of $\sqrt3\sin\delta\pm(1-\cos\delta)$ with respect to $\delta$ is $\sqrt3\cos\delta\pm\sin\delta$, which is positive for $\delta<\pi/3$, and $\delta$ falls as $N$ grows.

\section*{Part (g): how robust is the gapless class?}

\paragraph{Question.} Find the dispersion of the bands that touch at $N=8$. Then let the dimer bonds on lines 1 and $N$ have the hopping $t(1+\eta)$ with small $\eta$. What gap results to first order for $N=3m+2$, and how large is it for $N=8$ and $\eta=0.1$?

\paragraph{Answer.} For $\theta_p=2\pi/3$, $c_p=-\tfrac12$, and equation~\eqref{bands} becomes
\begin{equation}
E=\pm t\sqrt{2-2\cos(kL/2)}=\pm2t\left|\sin(kL/4)\right| .
\end{equation}
For small $k$ this is $\pm\tfrac12tL|k|=\pm\tfrac32ta|k|$, with slope $1.5(0.200)(2.70)=0.81$ Ry\,$a_0$. This mode is the lowest conduction band near $k=0$, but not throughout the zone. At $k=\pi/L$ it reaches $0.283$ Ry, while the lowest conduction energy there is $0.212$ Ry. The latter belongs to modes 4 and 5, for which $2c_p=\pm0.3473$ and $E=t\sqrt{1+4c_p^2}$.

Now change the edge bonds. The normalized transverse mode is $u_j=\sqrt{2/(N+1)}\,\sin(j\theta_p)$, because $\sum_j\sin^2(j\theta_p)=(N+1)/2$. To first order, the dimer term $e^{ika}$ in $g$ is multiplied by $1+\varepsilon$, where $\varepsilon$ is $\eta$ times the weight of the mode on the two edge lines:
\begin{equation}
\varepsilon=\eta(u_1^2+u_N^2)=\eta\,\frac{2}{N+1}\cdot2\sin^2\frac{2\pi}{3}=\frac{3\eta}{N+1}.
\end{equation}
Here $\sin^2(N\theta_p)=\sin^2(p\pi-\theta_p)=\sin^2\theta_p$ was used. With $2c_p=-1$,
\begin{equation}
|g|^2=(1+\varepsilon)^2+1-2(1+\varepsilon)\cos(kL/2),
\end{equation}
which is smallest at $k=0$, where it equals $\varepsilon^2$. The gap is therefore
\begin{equation}
E_g\approx2t|\varepsilon|=\frac{6|\eta|t}{N+1}.
\end{equation}
For $N=8$ and $\eta=0.1$ this gives $6(0.1)(0.200)/9=0.0133$ Ry. Diagonalization with the changed bonds gives $0.0129$ Ry, or $0.18$ eV; the first-order value is 3\% too large relative to it. The remainder is of second and higher order in $\eta$.

The zero gap of the class $N=3m+2$ thus does not survive a small change of the edge dimer bonds, and is no prediction that a real ribbon of that width is metallic. The values for $N=7$ and $N=9$ are likewise those of the model: edge relaxation, hopping to more distant neighbours and the interaction between electrons are left out, and the shifts are much larger than the digits shown. With $\eta=0.1$ the gaps of $N=7$ and $N=9$ move from $1.28$ and $0.96$ eV to $1.50$ and $0.82$ eV, and the gap of $N=7$ then exceeds that of $N=6$, the reverse of the uniform model. A third-neighbour matrix element $-0.1t$ lowers the gap of $N=9$ to $0.61$ eV and opens $0.18$ eV at $N=8$. Hartree--Fock exchange with a long-range repulsion between the electrons, at the same $t$, raises the gaps of $N=7$ and $N=9$ by a factor of about two or more, depending on the screening assumed.

\section*{Calculated quantities}
\begin{verbatim}
hopping t = 0.200 Ry = 2.7211 eV
bond length a = 2.70 a0, period L = 8.10 a0
1 Ry = 13.605693 eV
Mode factors f_p = 1 + 2 cos(p pi/(N+1)), no unit:
 N=7, p=1..7: 2.8478 2.4142 1.7654 1.0000 0.2346 -0.4142 -0.8478
 N=8, p=1..8: 2.8794 2.5321 2.0000 1.3473 0.6527 0.0000 -0.5321 -0.8794
 N=9, p=1..9: 2.9021 2.6180 2.1756 1.6180 1.0000 0.3820 -0.1756 -0.6180 -0.9021
Main results from diagonalization:
 N=7: width 14.030 a0, gap-setting mode p=5
   gap/t = 0.46927, gap = 0.09385 Ry = 1.2769 eV
   delta = 0.13090 rad, wide-ribbon estimate = 0.09069 Ry
 N=8: width 16.368 a0, gap-setting mode p=6
   gap/t = 0.00000, gap = 0.00000 Ry = 0.0000 eV
 N=9: width 18.706 a0, gap-setting mode p=7
   gap/t = 0.35114, gap = 0.07023 Ry = 0.9555 eV
   delta = 0.10472 rad, wide-ribbon estimate = 0.07255 Ry
Families, gap from diagonalization:
 N=4, N mod 3 = 1: gap = 0.15279 Ry
 N=5, N mod 3 = 2: gap = 0.00000 Ry
 N=6, N mod 3 = 0: gap = 0.09879 Ry
 N=7, N mod 3 = 1: gap = 0.09385 Ry
 N=8, N mod 3 = 2: gap = 0.00000 Ry
 N=9, N mod 3 = 0: gap = 0.07023 Ry
 N=10, N mod 3 = 1: gap = 0.06767 Ry
 N=11, N mod 3 = 2: gap = 0.00000 Ry
 N=12, N mod 3 = 0: gap = 0.05445 Ry
N=8 band slope at small k = 0.81000 Ry a0
N=8 at the zone edge k = pi/L:
 sine-shaped band = 0.28284 Ry
 lowest conduction energy = 0.21172 Ry
N=8, edge dimer hopping raised by 10 percent:
 gap = 0.01289 Ry = 0.1754 eV
 first-order gap = 0.01333 Ry
largest band error, N=2,7,8,9: 1.0e-15 Ry
largest gap error, N=2..30: 4.2e-16 Ry
\end{verbatim}
